Why an Insulating Interlayer Shifts a Schottky Diode's Capacitance Intercept

**Q:** I measure the capacitance of Schottky diodes on an amorphous oxide semiconductor and plot 1/C² against reverse bias. I suspect a thin insulating film under the metal. The plot is straight all the same, and the doping it gives is sensible. Shouldn't a film that takes part of the voltage spoil the slope?

**A:** Let us first fix the model. The metal, an insulating layer of thickness d and permittivity ε_i, and an n-type semiconductor of permittivity ε_s and uniform net donor density N are in series. There is no charge in the layer or at its interface with the semiconductor, and no leakage that matters. The semiconductor is thicker than its depletion region at every bias, so that a neutral bulk remains behind it. All charges and capacitances are per unit area, and C_i = ε_i/d. The reverse bias V_R is positive when the metal is made more negative.

The total built-in voltage V_bi is the difference of the metal and semiconductor work functions divided by q. If the layer adds no interface dipole, V_bi is the same with and without it. What changes is where the voltage falls:

V_R + V_bi = ψ + V_i

Here ψ is the band bending in the semiconductor and V_i is the drop across the layer. We need both as functions of the depletion charge Q.

**Q:** For the semiconductor I would write Q²/(2qNε_s). Is that good enough when the quantity at stake is a voltage intercept?

**A:** It misses a term of order V_t = kT/q, so let us derive it. Let x run from the interface into the semiconductor, with potential φ = 0 in the bulk and φ(0) = −ψ. Non-degenerate electrons in equilibrium with the bulk have density N exp(φ/V_t), and holes are negligible. Poisson's equation is

ε_s φ″ = −qN [1 − exp(φ/V_t)]

Multiplying by φ′ makes both sides total derivatives:

(ε_s/2) d(φ′²)/dx = −qN d[φ − V_t exp(φ/V_t)]/dx

Integrate from the interface to the bulk, where φ and φ′ vanish. The bracket is −V_t in the bulk and −ψ − V_t exp(−ψ/V_t) at the interface, so

(ε_s/2) φ′(0)² = qN [ψ − V_t + V_t exp(−ψ/V_t)]

The semiconductor charge is the integral of −ε_s φ″, which is Q = ε_s φ′(0). Therefore

Q² = 2qNε_s [ψ − V_t + V_t exp(−ψ/V_t)]

In depletion ψ is many times V_t, and the exponential can be dropped:

ψ = V_t + Q²/(2qNε_s)

The extra V_t comes from the electrons that spill into the edge of the depletion region.

**Q:** And the layer?

**A:** It contains no charge, so its field is uniform. With no interface charge the displacement is continuous, so ε_i V_i/d = Q, or V_i = Q/C_i. The metal carries −Q. The total voltage is

V_R + V_bi = V_t + Q/C_i + Q²/(2qNε_s)  (1)

The small-signal capacitance is C = dQ/dV_R, so differentiating (1) with respect to Q gives its inverse:

1/C = 1/C_i + Q/(qNε_s)  (2)

This is the layer in series with the depletion capacitance C_d = qNε_s/Q. Now square (2):

1/C² = 1/C_i² + 2Q/(C_i qNε_s) + Q²/(qNε_s)²

Take the factor 2/(qNε_s) out of the last two terms:

1/C² = 1/C_i² + [2/(qNε_s)] [Q/C_i + Q²/(2qNε_s)]

By (1), the second bracket is V_R + V_bi − V_t. Hence

1/C² = [2/(qNε_s)] (V_R + V_bi − V_t) + 1/C_i²  (3)

The slope is that of the bare diode, and the layer has added a constant.

**Q:** I can follow the algebra, but I still don't see why. The layer takes a share of every volt I add.

**A:** It does. Its share is dV_i/dV_R = (1/C_i) dQ/dV_R = C/C_i. That share narrows the depletion region and raises C_d, while the layer in series lowers the total capacitance. For a thin layer the two effects cancel to first order. To see this, hold V_R fixed and insert the layer. By (1), Q²/(2qNε_s) must fall by Q/C_i. For a small change ΔQ this means

Q ΔQ/(qNε_s) = −Q/C_i, so ΔQ/(qNε_s) = −1/C_i

The left side of the second equation is the change of 1/C_d. It removes what the series layer adds to 1/C.

The full result follows from the shape of (1). The voltage is a parabola in the charge, V_R = aQ² + bQ + c, and for any parabola

(dV_R/dQ)² = (2aQ + b)² = 4a(aQ² + bQ) + b² = 4aV_R + b² − 4ac

The slope of 1/C² is 4a, and a = 1/(2qNε_s) belongs to the semiconductor alone. An empty insulator has a voltage linear in charge, so it enters through b = 1/C_i and can change only the constant.

**Q:** Then what do I get when I extrapolate to 1/C² = 0 and call the result the built-in voltage?

**A:** Setting (3) to zero gives

−V_R = V_bi − V_t + qNε_s/(2C_i²)

The usual reading adds V_t to this intercept. The apparent built-in voltage is therefore

V_app = V_bi + qNε_s/(2C_i²) = V_bi + qNε_s d²/(2ε_i²)  (4)

It is too large. For the bare diode, the line reaches zero where the depletion width extrapolates to zero. With the layer, zero width leaves 1/C² = 1/C_i², because the insulator is still there. The line must be continued further into forward bias, to the vertex of the parabola, where Q = −qNε_s/C_i. That corresponds to a depletion width of −ε_s/C_i. No depletion region has a negative width, so the intercept is a property of the continued line and not a state of the diode.

**Q:** Please put numbers in. My contacts are palladium on amorphous In-Ga-Zn-O, and the film might be silica-like.

**A:** Take rough typical values: relative permittivities of 16 for the semiconductor and 3.9 for the layer, N = 1.0×10¹⁸ cm⁻³, V_bi = 0.700 V, d = 2.0 nm and T = 300 K, so that V_t = 25.85 mV. The layer capacitance is C_i = 1726.6 nF/cm². Equation (3) gives C = 399.2 nF/cm² at zero bias and 257.5 nF/cm² at 1 V reverse.

Now read these as data. In SI units, 1/C² rises from 6.28×10⁴ to 15.09×10⁴ m⁴ F⁻² over 1 V, a slope of 8.81×10⁴ m⁴ F⁻² V⁻¹. Then 2/(qε_s × slope) returns N = 1.00×10¹⁸ cm⁻³, which is correct. With one more digit kept, the intercept has magnitude 6.276/8.812 = 0.712 V, and adding 0.026 V gives V_app = 0.738 V. The excess over V_bi is 38 mV, as (4) requires.

**Q:** Thirty-eight millivolts is hardly a disaster.

**A:** That is the error relative to the total V_bi. If you use V_app as the band bending in the semiconductor, the error is much larger. From (2), the depletion width at zero bias is

w₀ = Q₀/(qN) = ε_s (1/C − 1/C_i) = 27.3 nm

The layer then drops qNw₀/C_i = 0.253 V, which leaves a band bending of

ψ₀ = 0.700 − 0.253 = 0.447 V

The reading of 0.738 V exceeds this by 0.291 V: 0.253 V from the layer's drop and 0.038 V from the shifted intercept.

The same error passes to the barrier at the semiconductor surface, meaning the height of the conduction band edge there above the Fermi level. In the bulk that edge lies 0.040 eV above the Fermi level. This value follows from Fermi–Dirac statistics for a parabolic band of mass 0.34 m_e, with all N electrons in the band. You would infer a surface barrier of 0.738 + 0.040 = 0.778 eV, whereas at zero bias it is 0.447 + 0.040 = 0.486 eV, the sum being taken before rounding.

**Q:** How do the two errors grow with thickness?

**A:** Differently. With everything but d held fixed, equations (1) to (4) give:

d = 0: V_app = 0.700 V, ψ₀ = 0.700 V
d = 1 nm: V_app = 0.710 V, ψ₀ = 0.558 V
d = 2 nm: V_app = 0.738 V, ψ₀ = 0.447 V
d = 4 nm: V_app = 0.852 V, ψ₀ = 0.295 V

The intercept error is quadratic in d, because the first-order effects cancel. The layer's drop starts linearly: for small d, Q₀ is close to its bare-diode value, and the drop is about (d/ε_i)√[2qNε_s(V_bi − V_t)]. So even a film too thin to move the intercept noticeably can take a sizeable part of the built-in voltage.

For much thicker layers ψ₀ falls to a few V_t and finally below V_t. The exponential we dropped then matters near zero bias, and the line must be fitted at larger reverse bias.

**Q:** Can the plot itself tell me that the layer is there?

**A:** Within this model, its straight part cannot. A straight line gives two numbers. The slope fixes N, and the intercept fixes the sum V_bi + qNε_s/(2C_i²). A bare diode with V_bi = 0.738 V would give the same line. You need a separate value of C_i or V_bi, or a series of diodes that differ only in d, for which V_app plotted against d² extrapolates to V_bi.

A doping profile has the same blind spot. Its density comes from the slope and is right, but its depth is taken as ε_s/C, which by (2) equals w + ε_s/C_i. Every point in our example is placed 8.2 nm too deep.

**Q:** Real interfaces carry charge. What survives?

**A:** That depends on whether the charge moves. Let a fixed sheet charge S sit at the interface between layer and semiconductor. The metal now carries −(Q + S), and the layer drops (Q + S)/C_i. Equation (1) gains the constant S/C_i, while (2) is unchanged because S does not vary. So the slope stays, and

V_app = V_bi − S/C_i + qNε_s/(2C_i²)

A positive sheet of 10¹² elementary charges per cm² moves V_app by −93 mV in our example. It outweighs the +38 mV, and the reading falls below V_bi. Freedom from fixed charge is needed for the sign and size of the shift in (4), but not for the slope. Since S/C_i is proportional to d, a series of diodes with the same S must be fitted with a term linear in d as well as the quadratic one.

Traps that follow the slow bias sweep but not the measuring signal are different. Suppose they exchange electrons with the semiconductor and have a uniform density D_it per unit energy. As ψ grows they empty, so that S = S₀ + C_tψ with C_t = q²D_it. During the sweep,

V_R + V_bi = ψ + (Q + S₀ + C_tψ)/C_i

Since dQ = C_d dψ, this gives

dV_R/dψ = 1 + C_t/C_i + C_d/C_i

For the fast signal S is frozen, so (2) still holds and d(1/C) = dQ/(qNε_s). The slope becomes

d(1/C²)/dV_R = (2/C) d(1/C)/dV_R = [2/(qNε_s)] (C_d/C) dψ/dV_R

With C_d/C = 1 + C_d/C_i, its ratio to the bare-diode slope is

(1 + C_d/C_i)/(1 + C_t/C_i + C_d/C_i)

This is below one, so the apparent doping is too high. For D_it = 10¹² cm⁻² eV⁻¹, C_t/C_i = 0.093. At 0.5 V reverse C_d/C_i is about 0.22, and the ratio is 1.22/1.313 = 0.929. The apparent N is then 7.6% above the true N.

This figure assumes that the traps reach equilibrium at each bias. At 0.5 V reverse, those at the Fermi level lie about 0.86 eV below the band edge. With a capture cross section of 10⁻¹⁵ cm², they need roughly an hour to emit their electrons at 300 K. If they can exchange electrons only with the semiconductor, such deep traps stay filled in an ordinary sweep and act as fixed charge. This slope error is then to be expected mainly at small reverse bias, where the traps involved are shallower.

Through a layer of only 2 nm, however, traps may also exchange electrons with the metal by tunnelling. If the metal sets their occupation, S follows the drop across the layer: S = S₁ − C_tV_i, with S₁ constant, so that V_i = (Q + S₁)/(C_i + C_t). The same steps as before give the slope ratio

(1 + C_d/C_i)/[1 + C_d/(C_i + C_t)]

This is above one, and the apparent doping is too low, by about 1.5% for the same D_it at 0.5 V reverse. The sign of the slope error therefore depends on which side the traps follow. Both figures are limits, and the traps may follow neither side. At 0.5 V reverse the metal's Fermi level lies only about 0.39 eV below the band edge at the surface, and traps at that depth emit to the semiconductor in tens of microseconds. In a rough steady-state estimate with tunnelling times of 10⁻¹⁴ to 10⁻¹² s divided by the WKB transmission, tunnelling and emission balance at a fixed depth of about 0.44 to 0.57 eV. Deeper traps stay filled, shallower ones stay mostly empty, and the slope error at 0.5 V is a few tenths of a percent or less.

**Q:** How far should I trust the example for my actual diodes?

**A:** The density of 10¹⁸ cm⁻³ may not be that of your film, and by (4) the intercept error is proportional to it. At 10¹⁷ cm⁻³, with the same layer, the intercept error would be ten times smaller, about 4 mV. Check the thickness of the oxide semiconductor too. The depletion width runs from 27 to 47 nm between 0 and 1 V at 10¹⁸ cm⁻³, and from about 100 to 165 nm at 10¹⁷ cm⁻³. Once it reaches the back contact, 1/C² flattens and neither (3) nor (4) applies. A film of higher permittivity also reduces it, as 1/ε_i². Interface charge is the assumption I would doubt first, and the numbers above show that it can change both the sign of the intercept error and the extracted doping. The amorphous oxide also has localized states in its gap. N is the net fixed charge density uncovered by depletion, which need not equal the density of mobile electrons, and such states can make N vary with depth. The straight line (3) and the intercept (4) are then lost, but the local slope survives. In the depletion approximation 1/C = 1/C_i + w/ε_s, dQ = qN(w) dw and dV_R = dQ/C, so d(1/C²)/dV_R = 2/[qε_sN(w)] with or without the layer. If the states empty slowly in time, the charge is no longer fixed by the bias and the derivation fails.

The other omissions are smaller here. The density is a fifth of the effective density of states of the band. Fermi–Dirac statistics replace V_t in (1) by the integral of n/N over the band bending. Evaluated numerically, this is 26.8 mV instead of 25.9 mV, a change of about 1 mV. At 1 V reverse the band bending is 1.27 V, while inversion would need about 3.0 V for a gap of roughly 3.1 eV. The field in the layer is then 2.2 MV/cm, against a breakdown field of roughly 10 MV/cm for good silica; a poor deposited film may fail earlier.

**Q:** And leakage? A diode has to conduct.

**A:** This sets a real limit on the example. Take a rectangular tunnel barrier of 3.0 eV and a mass of 0.4 m_e in the layer, both rough. The WKB transmission exp[−2d√(2m × barrier)/ħ] is 1.8×10⁻¹⁰ for 2 nm. Multiplied by the thermal electron flux at flat band, it gives a current density of 1.3×10⁻⁴ A/cm². Dividing this current by V_t estimates a conductance, which is 0.002 of ωC at 1 MHz, with C taken at zero bias. At zero bias far fewer electrons reach the surface. Under reverse bias the net current comes from the metal, over a barrier at the semiconductor surface that falls from 0.49 eV at zero bias to 0.31 eV at 1 V. It grows with bias, but the same estimate gives a conductance of only about 2×10⁻⁸ of ωC at 1 V.

The capacitance analysis is therefore safe from this leakage path, but such a contact passes little forward current and behaves more like a metal–insulator–semiconductor capacitor. Halving the thickness takes the square root of the transmission, about 10⁻⁵, and the flat-band current rises to the order of 10 A/cm². At 1 nm the intercept is wrong by only 10 mV, yet the layer still holds 0.14 V of the built-in voltage at zero bias.

Numbers in the example were calculated in double precision.
